# Many-body Hall quantization from twisted boundaries, with fractions from degeneracy

## One particle and $q$ flux quanta

Put one particle of charge $Q$ and mass $M$ on a continuum torus $L_x\times L_y$ in a uniform field $B$ along $+z$, with total flux $BL_xL_y=q\,h/Q$. The lowest Landau level then holds $q$ states, one per flux quantum. Apply a weak field $E_y=V_y/L_y$. The mean velocity obeys $M\dot{\mathbf v}=Q(\mathbf E+\mathbf v\times\mathbf B)$, whose steady solution is a drift $v_x=E_y/B$. The current through a cross-section is

$$I_x=\frac{Qv_x}{L_x}=\frac{Q V_y}{BL_xL_y}=\frac1q\,\frac{Q^2}{h}\,V_y .$$

A voltage pulse with $\int V_y\,dt=h/Q$, one flux quantum inserted slowly compared with the cyclotron period, carries the particle a distance $L_x/q$. After $q$ such pulses it has gone round once. The fraction $1/q$ thus coexists with an integer: one charge per $q$ flux quanta.

For $N$ particles whose mutual forces cancel in the total momentum, the same equation holds for the mean velocity, and $I_x$ is multiplied by $N$. With $N_\phi$ flux quanta, $G_{xy}=(N/N_\phi)Q^2/h$. A lattice or an external potential destroys this argument. What survives is a statement about an average over boundary conditions.

## Setting and theorem

Set $\hbar=1$, so $h=2\pi$. Energies are in units of the hopping $J$ and conductances in units of $Q^2/h$. On an $L_x\times L_y$ lattice with unit spacing, uniform vector potentials $A_i$ give the twists $\theta_i=QA_iL_i$, and

$$H(\theta)=e^{i\theta_x/L_x}X+e^{i\theta_y/L_y}Y+\text{h.c.}+D .$$

Here $X$ and $Y$ contain all hops in the $+x$ and $+y$ directions, and $D$ contains interactions and site potentials. A $+y$ hop at column $x$ carries the phase $e^{2\pi i\phi x}$, so each plaquette encloses $\phi$ flux quanta along $+z$. I take $\phi L_x$ to be an integer, which makes the phase continuous across the seam.

The total current along $x$ is $-\partial H/\partial A_x$. Dividing by $L_x$ gives the current through a cross-section, and $E_y=-\dot A_y$ gives the voltage:

$$I_x=-Q\,\partial_xH,\qquad V_y=-\dot\theta_y/Q,\qquad \partial_i\equiv\partial/\partial\theta_i .$$

**Theorem.** Let the $q$ lowest states be separated from all others by a gap at every $\theta$, let $P(\theta)$ project on them, and let the system start with equal weights, $\rho=P/q$. Then the twist average of the dc Hall conductance is

$$\langle G_{xy}\rangle=-\frac{C}{q}\,\frac{Q^2}{h},\qquad C=\frac1{2\pi}\int_0^{2\pi}\!\!\int_0^{2\pi}\mathrm{Tr}\,\Omega\;d\theta_x d\theta_y\in\mathbb Z ,$$

where $\Omega$ is the Berry curvature of the manifold, defined in Lemma 1.

For $q=1$ this is Niu-Thouless-Wu quantization. For $q>1$ it permits fractions without forcing them, since $C$ may be a multiple of $q$.

## Lemma 1: the Kubo formula is a curvature

Let $n$ label eigenstates inside the manifold and $m$ those outside. Differentiating $[H,P]=0$ gives $[\partial_iH,P]+[H,\partial_iP]=0$. Its $(m,n)$ element is

$$\langle m|\partial_iP|n\rangle=-\frac{\langle m|\partial_iH|n\rangle}{E_m-E_n}. \tag{1}$$

Differentiating $P^2=P$ shows that $\partial_iP$ has no elements within either block. Equation (1) needs no derivative of an individual eigenvector, so degeneracy inside the manifold is harmless.

Now vary $\theta_y$ slowly, with a smooth start. The evolution is unitary, so $q\rho$ remains a projector. Write $q\rho=P+R$ with $R$ of first order in $\dot\theta_y$. The projector condition gives $R=PR+RP$ to first order. Multiplying by $P$ on both sides gives $PRP=2PRP$, hence $PRP=0$. Multiplying by $1-P$ on both sides gives $(1-P)R(1-P)=0$. Thus $R$ connects $n$ with $m$ only. The equation $i\dot\rho=[H,\rho]$ becomes $i\dot\theta_y\partial_yP=[H,R]$ at first order, so by (1)

$$\langle m|R|n\rangle=\frac{i\dot\theta_y\langle m|\partial_yP|n\rangle}{E_m-E_n}=-\,\frac{i\dot\theta_y\langle m|\partial_yH|n\rangle}{(E_m-E_n)^2}.$$

Define

$$z=\sum_{n,m}\frac{\langle n|\partial_xH|m\rangle\langle m|\partial_yH|n\rangle}{(E_m-E_n)^2}.$$

Since $R$ is Hermitian, its two off-diagonal blocks contribute complex conjugates:

$$q\langle\partial_xH\rangle=\mathrm{Tr}(P\partial_xH)-i\dot\theta_yz+i\dot\theta_yz^*
=\mathrm{Tr}(P\partial_xH)+2\dot\theta_y\,\mathrm{Im}\,z .$$

The first term equals $\partial_x\sum_nE_n$, because $\mathrm{Tr}(H\partial_xP)=0$. It is a persistent current, present without voltage, and is not part of the conductance. With

$$\Omega=i\big[P(\partial_xP)(1-P)(\partial_yP)P-(x\leftrightarrow y)\big],\qquad \mathrm{Tr}\,\Omega=i(z-z^*)=-2\,\mathrm{Im}\,z, \tag{2}$$

where the two minus signs from (1) cancel in $z$, the voltage-driven part is $\langle\partial_xH\rangle=-\dot\theta_y\mathrm{Tr}\,\Omega/q$. Inserting $I_x=-Q\langle\partial_xH\rangle$ and $\dot\theta_y=-QV_y$,

$$G_{xy}(\theta)=-\frac{Q^2}{q}\mathrm{Tr}\,\Omega=-\frac{2\pi}{q}\,\mathrm{Tr}\,\Omega(\theta)\;\frac{Q^2}{h}. \tag{3}$$

Averaging (3) with weight $1/(2\pi)^2$ gives $-C/q$. Of the level spacings, only the outer gap limits the drive speed here. Splittings inside the manifold do not enter, because equal weights make $P/q$ stationary under them.

## Lemma 2: $\mathrm{Tr}\,\Omega$ is a curl

Let $\Phi_a(\theta)$, $a=1,\dots,q$, be a smooth orthonormal frame of the manifold and define $a_i=i\sum_a\langle\Phi_a|\partial_i\Phi_a\rangle$. Second derivatives cancel in the curl:

$$\partial_xa_y-\partial_ya_x=i\sum_a\big(\langle\partial_x\Phi_a|\partial_y\Phi_a\rangle-\text{c.c.}\big)=-2\,\mathrm{Im}\sum_a\langle\partial_x\Phi_a|\partial_y\Phi_a\rangle .$$

Insert $1=P+(1-P)$ between the two factors. With the anti-Hermitian matrices $(M_i)_{ab}=\langle\Phi_a|\partial_i\Phi_b\rangle$, the $P$ part is $-\mathrm{Tr}(M_xM_y)$. It is real, since its conjugate is $-\mathrm{Tr}(M_y^\dagger M_x^\dagger)=-\mathrm{Tr}(M_yM_x)$, and so drops out. For the rest, differentiating $P\Phi_a=\Phi_a$ gives $(1-P)\partial_i\Phi_a=(\partial_iP)\Phi_a$. The result is $-2\,\mathrm{Im}\,\mathrm{Tr}[P(\partial_xP)(1-P)(\partial_yP)]$, which is $\mathrm{Tr}\,\Omega$ of (2).

## Lemma 3: $C$ is an integer

Let $U_x=\exp(2\pi i\sum_jx_j/L_x)$, and similarly $U_y$. A $+x$ hop changes $\sum_jx_j$ by $1$, or by $1-L_x$ at the seam. Both changes give the same phase, so $U_xXU_x^\dagger=e^{2\pi i/L_x}X$, while $Y$ and $D$ are unchanged. Hence

$$H(\theta_x+2\pi,\theta_y)=U_xH(\theta_x,\theta_y)U_x^\dagger ,$$

and likewise for $y$. The projector $P$ obeys the same rules.

On the square $[0,2\pi]^2$ a smooth frame exists: transport one from the corner along the $\theta_x$ edge, then along $\theta_y$. Write the frame as a matrix $\Phi$ with columns $\Phi_a$. Opposite edges span spaces related by $U_x$ or $U_y$, so there are unitary $q\times q$ matrices with

$$\Phi(2\pi,\theta_y)=U_x\Phi(0,\theta_y)g_x(\theta_y),\qquad \Phi(\theta_x,2\pi)=U_y\Phi(\theta_x,0)g_y(\theta_x).$$

Let $\det g_x=e^{i\alpha(\theta_y)}$ and $\det g_y=e^{i\beta(\theta_x)}$, with continuous phases. Since $U_x$ is constant,

$$a_y(2\pi,\theta_y)-a_y(0,\theta_y)=i\,\mathrm{Tr}(g_x^\dagger\partial_yg_x)=i\,\partial_y\ln\det g_x=-\alpha'(\theta_y),$$

and the $a_x$ on the top and bottom edges differ by $-\beta'(\theta_x)$. Stokes' theorem gives

$$2\pi C=-[\alpha(2\pi)-\alpha(0)]+[\beta(2\pi)-\beta(0)].$$

The corner $(2\pi,2\pi)$ can be reached in two orders. Because $U_xU_y=U_yU_x$, they give $g_y(0)g_x(2\pi)=g_x(0)g_y(2\pi)$. The determinants yield

$$\beta(0)+\alpha(2\pi)=\alpha(0)+\beta(2\pi)\pmod{2\pi}.$$

Therefore $2\pi C$ is a multiple of $2\pi$, which completes the proof of the theorem. A continuous change of $H$ that keeps the outer gap open changes $C$ continuously, and hence not at all. If the gap closes at some twist, $P$ is no longer smooth and the proof fails.

## Proposition: when symmetry forces the degeneracy

Let $D$ be translation invariant and let both $\phi L_x$ and $\phi L_y$ be integers. For one particle define

$$T_x|x,y\rangle=e^{2\pi i\phi y}|x+1,y\rangle,\qquad T_y|x,y\rangle=|x,y+1\rangle .$$

A $+y$ hop followed by $T_x$ gives the phase $e^{2\pi i\phi x}e^{2\pi i\phi(y+1)}$. The reverse order gives $e^{2\pi i\phi y}e^{2\pi i\phi(x+1)}$, which is equal. The other hops are checked in the same way, so $T_x$ and $T_y$ commute with $H(\theta)$ at every twist. Applying both translations in the two orders gives one factor $e^{2\pi i\phi}$ per particle:

$$T_xT_y=e^{2\pi i\phi N}T_yT_x .$$

Write $\phi N=r/q$ in lowest terms. If $T_y\psi=t\psi$, then $T_y(T_x\psi)=e^{-2\pi ir/q}\,t\,(T_x\psi)$. Repeated use of $T_x$ visits $q$ different $T_y$ sectors at the same energy. Since $T_x$ is unitary and maps these sectors onto each other, every level has a degeneracy that is a multiple of $q$.

Suppose the ground manifold has exactly $q$ states. The operator $\Omega$ commutes with $T_x$ and $T_y$. It is diagonal in the $T_y$ basis, because the eigenvalues are distinct, and $T_x$ makes its diagonal entries equal:

$$\Omega(\theta)=\frac{\mathrm{Tr}\,\Omega(\theta)}{q}\,\mathbb 1 .$$

Lemma 1 can be applied inside one $T_y$ sector, where the ground state is nondegenerate, so each sector state has the same Hall response. Superpositions add no cross terms, since $\partial_xH$ and the evolution conserve $T_y$. The fraction is then a property of every ground state, not just of the mixture.

**Exchange of branches.** From the definitions, $U_yT_y=e^{2\pi iN/L_y}T_yU_y$, which is equivalent to $T_yU_y^\dagger=e^{2\pi iN/L_y}U_y^\dagger T_y$. Take $\phi L_y=1$, so that $N/L_y=r/q$. Driving $\theta_y$ through $2\pi$ keeps the eigenvalue $t$. Mapping the final state back to the original Hamiltonian with $U_y^\dagger$ changes it to $e^{2\pi ir/q}t$, another member of the manifold. The branch closes after $q$ flux quanta. Its curvature integrated over the enlarged torus $2\pi\times2\pi q$ is $q\cdot(2\pi C/q)=2\pi C$: an integer for $q$ quanta, and a fraction per quantum. This is the behaviour of the single particle at the start.

## Two bosons on sixteen sites

Take two hard-core bosons on a $4\times4$ torus with $\phi=1/4$, a Hilbert space of 120 states. Then $\phi N=2/4=1/2$, so $q=2$. The computed doublet is degenerate to rounding, and the smallest gap above it on a $12\times12$ grid of twists is $0.276\,J$. The grid samples the gap; it does not prove a bound between its points.

The conductance (3) varies from $0.210$ to $1.113$ over this grid. One twist on so small a torus therefore says little about the fraction. The average is $0.50000000$, while overlap determinants around twist plaquettes, which use no excited states, give $C=-1$. Thus

$$\langle G_{xy}\rangle=-\frac{(-1)}2\frac{Q^2}{h}=\frac12\frac{Q^2}{h},$$

or $1.937\times10^{-5}$ S for $Q=e$. The sign agrees with the classical drift, and the value with $N/N_\phi=2/4$. The spread over twists is a lattice effect, since in the uniform continuum the drift argument gives the same value at each twist.

Equation (3) was also tested against a current obtained by integrating the Schrödinger equation with a slowly rising $\dot\theta_y$. The final rate, $0.002\,J/\hbar$, is $0.7\%$ of the smallest gap divided by $\hbar$. Subtracting runs with opposite voltages removes the persistent current. At $\theta=(0.7,1.1)$ the driven value is $0.28675$ and the Kubo value $0.28674$.

For one flux quantum, the amplitude to remain in the same $T_y$ branch is zero to rounding, and the amplitude to swap is $0.969$. The latter is below one because the transport was computed as a product of overlaps between 24 finite twist steps, each of which loses a little norm.

## Other cases and limits

**An integer.** Three fermions on $4\times3$ sites with $\phi=1/4$ and nearest-neighbour repulsion $V=1\,J$ have a single ground state, with a smallest sampled gap of $1.53\,J$. Here $G_{xy}(\theta)$ ranges from $0.561$ to $1.632$, yet its average on an $8\times8$ grid is $1.000009$, and $C=-1$.

**Thirds.** Two fermions on $6\times6$ sites with $\phi=1/6$ and $V=4\,J$ have $\phi N=1/3$. The triplet is degenerate to rounding, the smallest gap on a $4\times4$ grid is $0.076\,J$, and $C=-1$. The theorem then gives $1/3$; the single twist $(0.7,1.1)$ gives $0.301$.

**Degeneracy without a fraction.** Consider strong nearest-neighbour repulsion at half filling. As $J/V\to0$ the two ground states become the two alternating charge patterns. Their projector does not depend on $\theta$, so $\Omega=0$ and $C=0$. For four hard-core bosons on $4\times2$ sites with $\phi=1/4$ and $V=10\,J$ per bond (with $L_y=2$ the two sites of a column share two $y$ bonds, and both are counted), the pair is split by at most $0.025\,J$ on the grid, lies below a gap of $16.4\,J$, and still has $C=0$. Here $q=2$, but there is no fraction. This example does not isolate charge order as the cause, because a symmetry also forces the zero. At half filling, exchanging filled and empty sites turns $H(\theta)$ into its complex conjugate plus a constant. That reverses the sign of $\mathrm{Tr}\,\Omega$, so the conductance of a gapped manifold vanishes at every twist, whatever the value of $V$.

**A split doublet.** Add to the two-boson example the site potential $w[(-1)^x+(-1)^y+g(-1)^{x+y}]$ with $w=0.1\,J$ and $g=4$. It breaks the translation symmetry and splits the pair by $0.0019$ to $0.184\,J$ over the sampled twists, while the smallest gap above the pair is $0.153\,J$. Each state is now isolated at every sampled twist. The proof of the theorem uses only that the chosen states are separated from all others, not that they lie lowest. If the separation also holds between the sampled twists, the case $q=1$ therefore gives each of the two states an integer of its own. In the sum of the two curvatures, the terms connecting the states are $-2\,\mathrm{Im}\,s$ and $-2\,\mathrm{Im}\,s^*$ for the same number $s$, and cancel. Hence the integers add to the $C$ of the pair. The computed values are $0$ for the lower state and $-1$ for the upper.

This fixes the meaning of the fraction on a small torus. A system prepared in the lower state has average conductance $0$, provided it follows that state adiabatically. By Lemma 1 the admixture of the upper state is $\dot\theta_y|\langle1|\partial_yH|0\rangle|/\Delta^2$, with $\Delta$ the splitting, so the rate must be small against $\Delta^2/|\langle1|\partial_yH|0\rangle|$ and not merely against $\Delta$. At the smallest splitting the matrix element is about $0.044\,J$, which sets a scale of $8\times10^{-5}\,J/\hbar$, more than twenty times below the splitting itself; a sweep at one tenth of the splitting ends mostly in the upper state. The equally weighted pair has average $1/2$, and for it only the gap above the pair enters this condition.

**From the average to one twist.** The theorem does not say that a large sample at fixed twist shows the averaged value. That is a separate statement about locality, derived here for free filled bands only. Take an $L\times L$ lattice with $\phi=1/4$, $L$ a multiple of 4, and the lowest band filled. Write the Bloch states as $e^{-ik\cdot r}u_k$, so that a twist adds to $k$. The operators $\partial_iH$ conserve momentum, and $\partial/\partial\theta_i=L^{-1}\partial/\partial k_i$, so

$$G_{xy}(\theta)=-\frac{2\pi}{L^2}\sum_k\Omega_b(k),\qquad k_i=\frac{2\pi n_i+\theta_i}{L},$$

where $\Omega_b$ is the band curvature. The magnetic cell has four sites, so there are $L^2/4$ momenta. Expand $\Omega_b(k)=\sum_{\mathbf R}c_{\mathbf R}e^{ik\cdot\mathbf R}$ over the lattice of magnetic cells. The sum over $k$ keeps only $\mathbf R=L\mathbf M$ with integer $\mathbf M$:

$$G_{xy}(\theta)=-\frac{\pi}{2}\Big[c_0+\sum_{\mathbf M\ne0}c_{L\mathbf M}e^{i\theta\cdot\mathbf M}\Big].$$

The magnetic Brillouin zone has area $(2\pi)^2/4=\pi^2$, so $c_0=2\pi C/\pi^2=2C/\pi$, and the first term is $-C$. An isolated band has an analytic curvature, whose coefficients $c_{\mathbf R}$ decay exponentially. The deviation from the integer therefore does so with $L$. The largest deviations from $1$ at three twists are $1.22$, $0.107$ and $0.0109$ for $L=4$, $8$ and $12$, a factor of about ten for each four sites. For the interacting examples no such size dependence was computed, and their result remains a statement about the twist average. The full numerical output follows.

## Computed values

```
BOSONS: 4 x 4 sites, flux/plaquette 0.25, N = 2, q = 2
Hilbert-space dimension: 120
phase factor in Tx Ty = factor * Ty Tx: -1.000000
ground energy at zero twist: -5.628817 J
largest doublet splitting over twists: 3.6e-15 J
smallest gap above doublet: 0.27633 J
G_xy(twist) minimum: 0.209816 Q^2/h
G_xy(twist) maximum: 1.113275 Q^2/h
G_xy twist average (12 x 12 grid): 0.50000000 Q^2/h
link Chern number C of doublet: -1
average for Q = e: 1.937023e-05 S
curvature matrix, deviation from multiple of 1: 1.9e-16
real-time drive: twist rate 0.002 J/hbar, ramp 150 hbar/J
G_xy at twist (0.7, 1.1), driven current: 0.28675 Q^2/h
G_xy at twist (0.7, 1.1), Kubo sum: 0.28674 Q^2/h
one flux quantum: |amplitude| to stay 2.4e-15, to swap 0.9690
SPLIT DOUBLET: w[(-1)^x + (-1)^y + g(-1)^(x+y)] added
w = 0.1 J, g = 4
splitting over twists: 0.00193 to 0.18364 J
smallest gap above the pair: 0.15303 J
C of lower state, upper state, pair: 0, -1, -1
FERMIONS, q = 1: 4 x 3 sites, flux 0.25, N = 3, V = 1 J
smallest gap: 1.53056 J
G_xy(twist) range: 0.56060 to 1.63200 Q^2/h
G_xy twist average (8 x 8): 1.000009 Q^2/h; link C: -1
FERMIONS, q = 3: 6 x 6 sites, flux 1/6, N = 2, V = 4 J
triplet splitting: 3.6e-15 J; smallest gap (4 x 4): 0.07597 J
link C: -1; average G_xy = -C/3: 0.333333 Q^2/h
G_xy at the single twist (0.7, 1.1): 0.301063 Q^2/h
CHARGE ORDER, q = 2: bosons, 4 x 2 sites, flux 0.25, N = 4, V = 10 J
largest splitting: 0.02463 J; smallest gap: 16.3995 J
link C: 0; |average G_xy|: 5.7e-19 Q^2/h
FREE FILLED LOWEST BAND, flux 0.25, L x L sites
L = 4: largest |G_xy - 1| at three twists: 1.221e+00 Q^2/h
L = 8: largest |G_xy - 1| at three twists: 1.070e-01 Q^2/h
L = 12: largest |G_xy - 1| at three twists: 1.091e-02 Q^2/h
```
